\section*{Exact transmission of the sech² barrier, against WKB and Kemble's form}

\section*{Problem}

A particle of mass $m$ and energy $E>0$ comes from the left towards the barrier
\begin{equation}
V(x)=V_0\,\mathrm{sech}^2(x/a),\qquad V_0>0 .
\end{equation}
Use the dimensionless quantities
\begin{equation}
\xi=\frac{x}{a},\qquad q=\frac{a\sqrt{2mE}}{\hbar},\qquad
\beta=\frac{a\sqrt{2mV_0}}{\hbar},\qquad s=\sqrt{\beta^2-\tfrac14}.
\end{equation}
Here $q=ka$, where $k$ is the wave number far from the barrier, and $q=\beta$ means $E=V_0$.

(a) Find the exact transmission probability $T$, and examine it for $E\to0$ and for a very thin barrier.

(b) Find the barrier action $\theta=\int\kappa\,dx$, with $\kappa=\sqrt{2m(V-E)}/\hbar$ taken between the turning points, and continue it to $E>V_0$.

(c) Compare $T$ with plain WKB, $T_W=e^{-2\theta}$ below the top and $T_W=1$ above it, and with Kemble's form $T_K=1/(1+e^{2\theta})$, used at all energies. Which is closer to $T$, and where?

(d) Evaluate the results for an electron with $V_0=1$ eV and $a=1$ nm.

\section*{Solution}

\subsection*{(a) Exact transmission}

Multiplying the Schr\"odinger equation by $-2ma^2/\hbar^2$ gives
\begin{equation}
\psi''+(q^2-\beta^2\,\mathrm{sech}^2\xi)\,\psi=0 ,
\end{equation}
with primes for $d/d\xi$. Write $\psi=gF$ with $g=(2\cosh\xi)^{iq}$, which tends to $e^{iq\xi}$ on the far right. Since $g'/g=iq\tanh\xi$,
\begin{equation}
\frac{g''}{g}=\left(\frac{g'}{g}\right)'+\left(\frac{g'}{g}\right)^2
=iq\,\mathrm{sech}^2\xi-q^2\tanh^2\xi .
\end{equation}
With $1-\tanh^2\xi=\mathrm{sech}^2\xi$, the equation for $F$ is
\begin{equation}
F''+2iq\tanh\xi\,F'+(q^2+iq-\beta^2)\,\mathrm{sech}^2\xi\,F=0 .
\end{equation}
Now take $z=1/(1+e^{2\xi})$, which runs from 1 on the far left to 0 on the far right. Then
\begin{equation}
\tanh\xi=1-2z,\qquad \mathrm{sech}^2\xi=4z(1-z),\qquad \frac{dz}{d\xi}=-2z(1-z),
\end{equation}
so that $F'=-2z(1-z)F_z$ and
\begin{equation}
F''=4z^2(1-z)^2F_{zz}+4z(1-z)(1-2z)F_z .
\end{equation}
Division by $4z(1-z)$ leaves
\begin{equation}
z(1-z)F_{zz}+(1-iq)(1-2z)F_z-(\beta^2-q^2-iq)F=0 .
\end{equation}
This is the hypergeometric equation $z(1-z)F_{zz}+[\gamma-(\mu+\nu+1)z]F_z-\mu\nu F=0$ with
\begin{equation}
\gamma=1-iq,\qquad \mu=\tfrac12-iq-is,\qquad \nu=\tfrac12-iq+is .
\end{equation}
Indeed $\mu+\nu+1=2(1-iq)$, and $\mu\nu=(\tfrac12-iq)^2+s^2=\beta^2-q^2-iq$.

Near $z=0$ one solution tends to 1 and the other behaves as $z^{1-\gamma}=z^{iq}\to e^{-2iq\xi}$. Multiplied by $g$, the second is a wave arriving from the right, which is absent here. Hence $F={}_2F_1(\mu,\nu;\gamma;z)$, and the transmitted wave is $e^{iq\xi}$ with unit amplitude.

For the far left we need $F$ near $z=1$. Gauss's connection formula, a standard identity of the hypergeometric function, gives there
\begin{equation}
F\to\frac{\Gamma(\gamma)\Gamma(\gamma-\mu-\nu)}{\Gamma(\gamma-\mu)\Gamma(\gamma-\nu)}
+(1-z)^{\gamma-\mu-\nu}\,\frac{\Gamma(\gamma)\Gamma(\mu+\nu-\gamma)}{\Gamma(\mu)\Gamma(\nu)} .
\end{equation}
Here $\gamma-\mu-\nu=iq$, $1-z\to e^{2\xi}$ and $g\to e^{-iq\xi}$. The first term therefore becomes a reflected wave $Be^{-iq\xi}$ and the second an incident wave $Ae^{iq\xi}$. With $\gamma-\mu=\tfrac12+is$ and $\gamma-\nu=\tfrac12-is$,
\begin{equation}
B=\frac{\Gamma(1-iq)\Gamma(iq)}{\Gamma(\frac12+is)\Gamma(\frac12-is)} .
\end{equation}
The reflection formula $\Gamma(w)\Gamma(1-w)=\pi/\sin\pi w$ turns the numerator into $\pi/(i\sinh\pi q)$ and the denominator into $\pi/\cosh\pi s$, so
\begin{equation}
B=-i\,\frac{\cosh\pi s}{\sinh\pi q} .
\end{equation}
The wave number is the same on both sides, so conservation of the probability current requires $|A|^2-|B|^2=1$. The transmission probability is $T=1/|A|^2=1/(1+|B|^2)$:
\begin{equation}
T=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi s} .
\end{equation}
For $\beta<\tfrac12$, $s$ is imaginary and $\cosh\pi s=\cos\!\big(\pi\sqrt{1/4-\beta^2}\big)$. The derivation is unchanged.

\textit{Threshold.} When $\pi q$ is small compared with both 1 and $\cosh\pi s$,
\begin{equation}
T\simeq\frac{\pi^2q^2}{\cosh^2\pi s}\propto E .
\end{equation}

\textit{Thin barrier.} For $\beta\ll1$, $\sqrt{1/4-\beta^2}\simeq\tfrac12-\beta^2$, so $\cosh\pi s\simeq\sin\pi\beta^2\simeq\pi\beta^2$. If also $q\ll1$,
\begin{equation}
T\simeq\frac{1}{1+\beta^4/q^2} .
\end{equation}
This is the result for a delta barrier $\lambda\delta(x)$ of the same area, $\lambda=\int V\,dx=2aV_0$. For that barrier, continuity gives $A+B=1$. The jump of slope gives $ik[1-(A-B)]=2m\lambda/\hbar^2$. Adding the two conditions yields $A=1+im\lambda/(\hbar^2k)$, and $m\lambda/(\hbar^2k)=\beta^2/q$.

\subsection*{(b) The action}

Below the top the turning points $\pm\xi_t$ satisfy $\cosh\xi_t=\beta/q$, and
\begin{equation}
\theta(q)=\int_{-\xi_t}^{\xi_t}\sqrt{\beta^2\,\mathrm{sech}^2\xi-q^2}\;d\xi .
\end{equation}
Differentiate with respect to $q$. The moving end points contribute nothing, because the integrand vanishes there. With $y=\sinh\xi$,
\begin{equation}
\frac{d\theta}{dq}=-\int_{-\xi_t}^{\xi_t}\frac{q\,d\xi}{\sqrt{\beta^2\,\mathrm{sech}^2\xi-q^2}}
=-\int_{-y_t}^{y_t}\frac{q\,dy}{\sqrt{\beta^2-q^2-q^2y^2}}=-\pi ,
\end{equation}
where $y_t=\sqrt{\beta^2-q^2}/q$. The last integral is an arcsine running from $-\pi/2$ to $\pi/2$. Since $\theta=0$ at $q=\beta$,
\begin{equation}
\theta=\pi(\beta-q).
\end{equation}
This is analytic in $q$, so the same expression continues $\theta$ to $q>\beta$, where it is negative. There the turning points are imaginary, $\xi=\pm i\eta_0$ with $\cos\eta_0=\beta/q$, and $-\theta=\int_{-\eta_0}^{\eta_0}\sqrt{q^2-\beta^2\sec^2\eta}\,d\eta$. Differentiating and setting $w=\sin\eta$ gives the slope $+\pi$ by the same arcsine, hence $-\theta=\pi(q-\beta)$.

\subsection*{(c) Comparison}

Take $\beta\ge\tfrac12$, so that $s$ is real. The ratio of reflection to transmission is $1/T-1=\cosh^2\pi s/\sinh^2\pi q$ exactly, and $1/T_K-1=e^{2\theta}=e^{2\pi(\beta-q)}$ in Kemble's form. Their quotient is
\begin{equation}
R=\frac{1/T-1}{1/T_K-1}=e^{-2\pi(\beta-s)}\left(\frac{1+e^{-2\pi s}}{1-e^{-2\pi q}}\right)^2 .
\end{equation}
Because $\beta^2-s^2=\tfrac14$, we have $\beta-s=1/[4(\beta+s)]\simeq1/(8\beta)$ for large $\beta$. For a thick barrier away from threshold, $R$ is therefore almost independent of energy:
\begin{equation}
R\simeq e^{-2\pi(\beta-s)}\simeq e^{-\pi/(4\beta)} .
\end{equation}
As $\beta\to\infty$ at fixed $E/V_0$, so that $q\to\infty$ as well, $R\to1$ and Kemble's form becomes exact; at fixed $q$ the factor $(1-e^{-2\pi q})^{-2}$ remains. At finite $\beta$ the errors follow from $u=e^{-2\theta}$, in terms of which
\begin{equation}
T=\frac{u}{u+R},\qquad T_K=\frac{u}{u+1},\qquad T_W=u\quad(u\le1).
\end{equation}

\textit{Error of Kemble's form.} Relative to the exact value,
\begin{equation}
\frac{T-T_K}{T}=1-\frac{u+R}{u+1}=\frac{1-R}{1+u} .
\end{equation}
For constant $R<1$ this falls from $1-R$ deep in tunnelling to half of that at the top, and further above it. At the top ($u=1$), expanding in $1/\beta$,
\begin{equation}
T=\frac1{1+R}\simeq\frac12+\frac{\pi}{16\beta} ,
\end{equation}
while $T_K=\tfrac12$ and $T_W=1$.

\textit{Sign at the top.} In fact $T>\tfrac12$ at $E=V_0$ for every $\beta\ge\tfrac12$. This requires $\sinh\pi\beta>\cosh\pi s$. The slope of $\sinh$ increases for positive argument, so $\sinh\pi\beta-\sinh\pi s\ge\pi(\beta-s)\cosh\pi s$. Also $\beta\le s+\tfrac12$, so $\beta-s\ge1/(8s+2)$. It is then enough that $\pi\cosh\pi s/(8s+2)>\cosh\pi s-\sinh\pi s=e^{-\pi s}$, that is, $\tfrac{\pi}{2}(e^{2\pi s}+1)>8s+2$. The left side is at least $\pi+\pi^2s$, which is larger than $2+8s$.

\textit{Crossing with Kemble's form.} $R$ decreases steadily with $q$, from infinity at threshold to a value below 1 at the top. So $T=T_K$ at one energy below the top, where $R=1$:
\begin{equation}
q_*=-\frac1{2\pi}\ln\!\left[1-(1+e^{-2\pi s})e^{-\pi(\beta-s)}\right] .
\end{equation}
Below it both approximations are too large: they stay finite as $E\to0$, while $T$ vanishes. Since $T<T_K<T_W$ there, Kemble's form is the closer one below $q_*$.

\textit{Plain WKB.} Below the top $T/T_W=1/(u+R)$. Deep in tunnelling ($u\ll1-R$), which requires $q$ above $q_*$, this is $1/R>1$, so $T_W$ is too small; near the top it is too large. In the region of constant $R$ the two agree where $u=1-R$, or
\begin{equation}
2\theta=-\ln(1-R) .
\end{equation}
Since $T_K<T_W$, plain WKB is the closer one wherever $T\ge T_W$. For a thick barrier, Kemble's form takes over where $T=\tfrac12(T_W+T_K)$. Dividing this by $u$ gives
\begin{equation}
\frac{2}{u+R}=1+\frac1{1+u}=\frac{2+u}{1+u}
\;\Rightarrow\; u^2+Ru-2(1-R)=0 ,
\end{equation}
with the positive root $u=\tfrac12\big[-R+\sqrt{R^2+8(1-R)}\,\big]$. This lies below the top ($u<1$) if $R>\tfrac13$. Above the top the errors are
\begin{equation}
T_W-T=\frac{R}{u+R},\qquad T-T_K=\frac{(1-R)\,u}{(u+R)(u+1)},
\end{equation}
so Kemble's form is the closer one when $(1-2R)\,u<R$. For $R\ge\tfrac12$, which means $\beta$ above about 1.2, this holds at all energies above the top. For thinner barriers plain WKB is the closer one at high enough energy. At the top ($u=1$) the condition reads $R>\tfrac13$, which fails for $\beta$ below about 0.77. Since $R$ falls and $u$ rises with energy, plain WKB is then the closer one at the top and at all energies above it.

\subsection*{(d) An electron at a 1 eV barrier}

With $\hbar^2/2m=0.038100$ eV nm$^2$, $\beta=\sqrt{1/0.038100}=5.1232$ and $s=5.0987$. Away from threshold $R=e^{-2\pi(\beta-s)}=0.8576$; the estimate $e^{-\pi/(4\beta)}$ gives 0.8579. With $q=\beta\sqrt{E/V_0}$ the formulas give:

\begin{center}
\begin{tabular}{ccccc}
$E$ (eV) & $2\theta$ & $T$ & $T_W$ & $T_K$\\ \hline
0.50 & 9.428 & $9.378\times10^{-5}$ & $8.043\times10^{-5}$ & $8.042\times10^{-5}$\\
0.80 & 3.398 & 0.0375 & 0.0334 & 0.0323\\
0.90 & 1.652 & 0.183 & 0.192 & 0.161\\
0.95 & 0.815 & 0.340 & 0.443 & 0.307\\
1.00 & 0 & 0.538 & 1 & 0.500\\
1.10 & $-1.571$ & 0.849 & 1 & 0.828\\
1.20 & $-3.072$ & 0.962 & 1 & 0.956
\end{tabular}
\end{center}

At 0.50 eV both approximations are 14\% below the exact value, which is $1-R$. At the top Kemble's form is 7\% too low and plain WKB 86\% too high. Above the top Kemble's form keeps the quantum reflection that plain WKB drops: at 1.10 eV it gives 0.172, against the exact 0.151.

At 0.90 eV, however, plain WKB is the better of the two: 5\% too high, against 12\% too low for Kemble's form. Its curve passes through the exact one nearby, at $2\theta=-\ln(0.14245)=1.949$. This means $q=5.1232-1.949/(2\pi)=4.813$, so $E=(4.813/5.1232)^2$ eV $=0.883$ eV. The agreement there is a cancellation, since $T_W$ is passing from too small to too large. Kemble's form becomes the closer one at $u=0.256$, or $2\theta=1.363$, which is $E=0.917$ eV.

The crossing of $T$ with $T_K$ lies at $q_*=0.414$, or $E=6.5$ meV, where $T\simeq1.4\times10^{-13}$. At such energies $T_W/T_K=1+u$ differs from 1 by about $10^{-13}$, so the choice between the two has no practical meaning.

The error at the top depends on thickness. For $a=0.3$, 1 and 3 nm, with $V_0$ unchanged, the exact $T$ at $E=V_0$ is 0.628, 0.538 and 0.513, approaching Kemble's $\tfrac12$ as $\pi/(16\beta)$. In the opposite limit, $\beta\ll1$, the thin-barrier result with $q=\beta$ gives $T\simeq1/(1+\beta^2)\to1$, and Kemble's value at the top is wrong by a factor of two.

All numerical values are calculated from the stated model.
